# Oxide interface phonon behind a low-permittivity interlayer on silicon

## Problem

A silicon channel is separated from a polar gate oxide by a thin interlayer. Silicon fills \(z<0\), the interlayer fills \(0<z<t\), and the oxide fills \(z>t\). Silicon and the interlayer have constant relative permittivities \(\kappa_s=11.7\) and \(\kappa_i=3.9\). The oxide has one polar lattice mode,

\[
\kappa(\omega)=\kappa_\infty+\frac{\Delta\,\omega_T^2}{\omega_T^2-\omega^2},\qquad \Delta=\kappa_0-\kappa_\infty,
\]

with \(\kappa_0=22\), \(\kappa_\infty=5\) and \(\hbar\omega_T=12.4\) meV. Neglect damping, retardation and the response of the channel electrons.

(a) Find the energy of the interface mode as a function of \(qt\), where \(q\) is the wavevector along the interface, and evaluate it for \(t=1\) nm, \(q=0.5\ \mathrm{nm^{-1}}\).

(b) At this fixed \(q\), by what factor does the interlayer change the squared coupling of the mode to an electron at the silicon surface?

(c) Which mode energies can an electron of kinetic energy \(k_BT\) at 300 K absorb when \(t=1\) nm?

## A tempting solution

The oxide touches the interlayer and not the silicon. An interface mode between two half-spaces requires their permittivities to be equal and opposite, so one sets \(\kappa(\omega)=-\kappa_i=-3.9\). This gives

\[
\hbar\omega=12.4\sqrt{\frac{22+3.9}{5+3.9}}\ \text{meV}=21.15\ \text{meV}
\]

for every thickness. The potential decays as \(e^{-q(t-z)}\) on its way to the silicon, so the squared coupling falls by \(e^{-2qt}=e^{-1}=0.368\).

## Where it fails

As \(t\to0\) the interlayer disappears, and the condition must become \(\kappa(\omega)=-\kappa_s\). The tempting answer stays at \(-\kappa_i\) however thin the layer is.

The fault is the single exponential in the interlayer. Suppose the potential there were \(\phi_se^{qz}\), matched to \(\phi_se^{qz}\) in silicon. The potential would be continuous at \(z=0\), but the normal displacement would be proportional to \(\kappa_sq\phi_s\) on one side and \(\kappa_iq\phi_s\) on the other. With no free charge at the surface these must agree, and they do not. The silicon sends back a second exponential, \(e^{-qz}\), which changes both the frequency and the attenuation.

## (a) The mode energy

**Matching the fields.** Without retardation the field is \(-\nabla\phi\). For a potential \(\phi(z)e^{i\mathbf q\cdot\mathbf r}\), Laplace's equation gives \(\phi''=q^2\phi\) inside each uniform layer. With \(\phi_s=\phi(0)\), the decaying solution in silicon is \(\phi_se^{qz}\). In the interlayer write

\[
\phi(z)=\phi_s\left(\cosh qz+\frac{\kappa_s}{\kappa_i}\sinh qz\right).
\]

At \(z=0\) this equals \(\phi_s\), and \(\kappa_i\phi'(0^+)=\kappa_sq\phi_s\), so both boundary conditions hold. In the oxide the decaying solution is \(\phi_te^{-q(z-t)}\), where \(\phi_t=\phi(t)\).

At \(z=t\), continuity of \(\kappa\,\phi'\) requires

\[
\kappa_iq\phi_s\left(\sinh qt+\frac{\kappa_s}{\kappa_i}\cosh qt\right)=-\kappa(\omega)q\phi_t .
\]

Insert \(\phi_t=\phi_s[\cosh qt+(\kappa_s/\kappa_i)\sinh qt]\), divide by \(q\phi_t\), and multiply numerator and denominator by \(\kappa_i/\cosh qt\):

\[
\kappa(\omega)=-B,\qquad
B(qt)=\kappa_i\,\frac{\kappa_s+\kappa_i\tanh qt}{\kappa_i+\kappa_s\tanh qt}.
\]

The oxide sees silicon and interlayer together as one half-space of permittivity \(B\).

**Solving for the frequency.** Multiplying \(\kappa_\infty+B=-\Delta\omega_T^2/(\omega_T^2-\omega^2)\) by \(\omega_T^2-\omega^2\) gives

\[
(\omega_T^2-\omega^2)(\kappa_\infty+B)=-\Delta\omega_T^2,
\]

\[
\omega^2=\omega_T^2\left(1+\frac{\Delta}{\kappa_\infty+B}\right)
=\omega_T^2\,\frac{\kappa_0+B}{\kappa_\infty+B}.
\]

The condition is linear in \(\omega^2\), so there is one such mode for each \(\mathbf q\). Laplace's equation in the oxide need not hold when \(\kappa(\omega)=0\), but the normal displacement on the oxide side is then zero. The left side of the matching condition must vanish, which forces \(\phi_s=0\). These bulk longitudinal modes therefore do not reach the channel.

The term \(\Delta/(\kappa_\infty+B)\) is the extra stiffness from the field that the polarization makes for itself. A surrounding medium of larger \(B\) screens this field better and leaves a softer mode.

**Limits.** At \(qt=0\), \(B=\kappa_s\). For \(qt\to\infty\), \(\tanh qt\to1\) and \(B=\kappa_i\). Hence

\[
\hbar\omega(0)=12.4\sqrt{\frac{33.7}{16.7}}=17.6\ \text{meV},\qquad
\hbar\omega(\infty)=12.4\sqrt{\frac{25.9}{8.9}}=21.2\ \text{meV}.
\]

The tempting frequency is the second limit, applied where it does not hold.

**Direction and rate of the change.** With \(x=\tanh qt\) the quotient rule gives

\[
\frac{dB}{dx}=\kappa_i\frac{\kappa_i(\kappa_i+\kappa_sx)-\kappa_s(\kappa_s+\kappa_ix)}{(\kappa_i+\kappa_sx)^2}
=\frac{\kappa_i(\kappa_i^2-\kappa_s^2)}{(\kappa_i+\kappa_sx)^2}.
\]

This is negative for \(\kappa_i<\kappa_s\), while \(d\omega^2/dB=-\omega_T^2\Delta/(\kappa_\infty+B)^2\) is also negative. The energy therefore rises steadily with \(qt\). An interlayer with \(\kappa_i>\kappa_s\) lowers it: with \(\kappa_i=20\) and \(qt=0.5\) the formula gives 16.6 meV.

At \(qt=0\), \(dx/d(qt)=1\), so \(dB/d(qt)=-(\kappa_s^2-\kappa_i^2)/\kappa_i=-31.2\). Since \(d\omega=d(\omega^2)/2\omega\),

\[
\left.\frac{d(\hbar\omega)}{d(qt)}\right|_0
=\frac{(12.4)^2\times17}{2\times17.615\times(16.7)^2}\times31.2\ \text{meV}=8.30\ \text{meV}.
\]

At the other end,

\[
B-\kappa_i=\kappa_i\frac{(\kappa_s-\kappa_i)(1-x)}{\kappa_i+\kappa_sx}
\simeq\frac{2\kappa_i(\kappa_s-\kappa_i)}{\kappa_s+\kappa_i}e^{-2qt}=3.9\,e^{-2qt},
\]

because \(1-\tanh qt\simeq2e^{-2qt}\). Multiplying by \(\hbar|d\omega/dB|\) at \(B=\kappa_i\) shows that the energy approaches its limit as \(21.15-3.04\,e^{-2qt}\) meV.

The thickness needed for a chosen energy follows from \(B(\kappa_i+\kappa_sx)=\kappa_i\kappa_s+\kappa_i^2x\), rearranged as

\[
\tanh qt=\frac{\kappa_i(\kappa_s-B)}{\kappa_sB-\kappa_i^2},\qquad B=-\kappa(\omega).
\]

The midpoint energy, 19.38 meV, is reached already at \(qt=0.309\).

**The example.** For \(qt=0.5\), \(B=5.658\), and

\[
\hbar\omega=12.4\sqrt{\frac{27.658}{10.658}}\ \text{meV}=19.98\ \text{meV}.
\]

The tempting answer is 1.2 meV too high.

## (b) The coupling

The frequency alone does not fix the scattering strength. We also need the potential produced by the zero-point motion of one mode.

**Amplitude at the oxide surface.** Let \(P\) be the ionic polarization and \(F\) the electric field. The given permittivity corresponds to

\[
\ddot P=-\omega_T^2P+\varepsilon_0\Delta\omega_T^2F,
\]

since a motion at frequency \(\omega\) then has \(P=\varepsilon_0[\kappa(\omega)-\kappa_\infty]F\). Divided by \(\varepsilon_0\Delta\omega_T^2\), the equation describes an oscillator driven by the force \(F\), which does work \(F\,dP\) per unit volume. Its inertia is \(1/(\varepsilon_0\Delta\omega_T^2)\), so the kinetic energy density is \(\dot P^2/(2\varepsilon_0\Delta\omega_T^2)\).

Expand the potential operator as a sum over \(\mathbf q\) of \(\phi_q(z)\,a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}\) plus its Hermitian conjugate, where \(a_{\mathbf q}\) removes one phonon. In the ground state one mode contributes \(\omega^2|P_q|^2\) to the mean of \(\dot P^2\). On the mode \(\kappa(\omega)-\kappa_\infty=-(\kappa_\infty+B)\), so

\[
|P_q|^2=\varepsilon_0^2(\kappa_\infty+B)^2\,2q^2\phi_t^2e^{-2q(z-t)}.
\]

The factor 2 counts the normal and in-plane field components, which have equal magnitude. Integration over \(z>t\) replaces \(2q^2e^{-2q(z-t)}\) by \(q\). A harmonic oscillator in its ground state has mean kinetic energy \(\hbar\omega/4\). For interface area \(A\),

\[
\frac{A\,\omega^2\varepsilon_0(\kappa_\infty+B)^2q\,\phi_t^2}{2\Delta\omega_T^2}=\frac{\hbar\omega}{4},
\qquad
\phi_t^2=\frac{\hbar}{2\varepsilon_0qA\,\omega}\,\frac{\Delta\omega_T^2}{(\kappa_\infty+B)^2}.
\]

Define

\[
D=\frac1{\kappa_\infty+B}-\frac1{\kappa_0+B}=\frac{\Delta}{(\kappa_\infty+B)(\kappa_0+B)} .
\]

The mode formula gives \(\omega^2D=\Delta\omega_T^2/(\kappa_\infty+B)^2\), hence \(\phi_t^2=\hbar\omega D/(2\varepsilon_0qA)\).

**Transfer to the channel.** From the interlayer solution,

\[
\tau=\frac{\phi_s}{\phi_t}=\frac1{\cosh qt+(\kappa_s/\kappa_i)\sinh qt},\qquad
|M|^2=e^2\phi_s^2=\frac{e^2\hbar\omega}{2\varepsilon_0qA}\,D\,\tau^2 .
\]

Let \(R\) be \(|M|^2\) divided by its value at \(t=0\), with \(q\) held fixed. At \(qt=0.5\), \(D=0.05767\) and \(\tau^2=0.1381\), while \(D=0.03021\) and \(\tau=1\) without the interlayer. Therefore

\[
R=\frac{19.98}{17.61}\times\frac{0.05767}{0.03021}\times0.1381=0.299 .
\]

The tempting value, 0.368, misses two large effects that partly cancel. The potential is attenuated much more than \(e^{-2qt}\) suggests, but the potential at the oxide surface is larger because the interlayer screens it less than silicon does.

| \(qt\) | \(B\) | \(\hbar\omega\) (meV) | \(R\) |
|---|---|---|---|
| 0 | 11.70 | 17.61 | 1 |
| 0.10 | 9.31 | 18.34 | 0.768 |
| 0.25 | 7.30 | 19.14 | 0.530 |
| 0.50 | 5.66 | 19.98 | 0.299 |
| 1.00 | 4.47 | 20.73 | 0.103 |
| 2.00 | 3.97 | 21.10 | 0.0135 |

For large \(qt\), \(\tau\simeq2e^{-qt}/(1+\kappa_s/\kappa_i)=e^{-qt}/2\). The decay rate \(e^{-2qt}\) is then right, but the prefactor of \(R\) is \((1/4)(21.15/17.61)(0.0737/0.0302)\simeq0.73\), not 1.

Absorption also carries the thermal phonon number \(N=1/(e^{\hbar\omega/k_BT}-1)\). At 300 K this falls from 1.024 without the interlayer to 0.858 in the example, so the absorption strength at this \(q\) changes by \(0.299\times0.858/1.024\simeq0.25\).

## (c) The energies an electron samples

Take the in-plane effective mass \(m=0.19\,m_e\), where \(m_e\) is the free-electron mass. An electron with energy \(k_BT=25.9\) meV has wavevector \(k=\sqrt{2mk_BT}/\hbar=0.359\ \mathrm{nm^{-1}}\). After absorption its wavevector \(k'\) satisfies

\[
k'^2=k^2+\frac{2m\omega(q)}{\hbar}.
\]

Since \(\mathbf k'=\mathbf k+\mathbf q\), the triangle inequality allows \(k'-k\le q\le k'+k\). The ends correspond to forward and backward scattering. Because \(\omega\) itself depends on \(q\), each end was found by numerical root finding. For \(t=1\) nm the result is

\[
0.111\le q\le0.840\ \mathrm{nm^{-1}},\qquad
18.4\le\hbar\omega\le20.6\ \text{meV}.
\]

This electron meets neither limiting energy. For this semi-infinite oxide, small-angle scattering involves a softer mode with less attenuation, and backscattering a stiffer mode with more. A gate close behind the oxide can reverse the order of the energies, as the last section shows.

The calculation supplies the mode energy and coupling for a mobility calculation, but not a mobility. That would also need the integral over electron states and scattering angles, and the other scattering mechanisms.

## What a real transistor changes

The parameters are rough typical values for a high-permittivity gate stack on silicon, with a silica-like interlayer about 1 nm thick. The assumption of an inert channel fails badly for the coupling when the channel is dense. Let the electrons form a thin sheet at \(z=0\) with static response \(\Pi\), so that a potential \(\phi_s\) induces the charge density \(-e^2\Pi\phi_s\). The displacement condition becomes

\[
\kappa_i\phi'(0^+)=\left(\kappa_s+\frac{e^2\Pi}{\varepsilon_0q}\right)q\phi_s ,
\]

and the earlier formulas hold with \(\kappa_s\) replaced by the bracket. Treat the electrons as independent and place them all in the lowest subband of a (100) channel, although at 300 K a sizable fraction occupies higher subbands and the other valleys. Linear response with \(g=4\) spin and valley states then gives

\[
\Pi=\frac{g}{4\pi^2}\int d^2k\,\frac{f_k-f_{|\mathbf k+\mathbf q|}}{E_{|\mathbf k+\mathbf q|}-E_k}
=\frac{gm}{2\pi\hbar^2}\int_0^{\pi/2}\!\sin u\;f_{(q/2)\sin u}\,du ,
\]

where \(f_k\) is the Fermi occupation at energy \(E_k=\hbar^2k^2/2m\). To reach the second form, relabel \(\mathbf k\to-\mathbf k-\mathbf q\) in the second term, which doubles the first. The principal-value angular integral of \(1/(q^2+2kq\cos\theta)\) is \(2\pi/(q\sqrt{q^2-4k^2})\) for \(2k<q\) and zero for \(2k>q\). Then set \(k=(q/2)\sin u\). The chemical potential \(\mu\) follows from the density \(n=(gmk_BT/2\pi\hbar^2)\ln(1+e^{\mu/k_BT})\).

Numerical integration at \(q=0.5\ \mathrm{nm^{-1}}\) and 300 K gives an added permittivity of 1.0 at \(n=10^{11}\ \mathrm{cm^{-2}}\) and 36 at \(5\times10^{12}\ \mathrm{cm^{-2}}\). At the lower density the example mode moves from 19.98 to 19.90 meV, and its squared coupling is multiplied by 0.89. At the higher density the energy is 19.1 meV and the coupling factor is about 0.10. Without an interlayer the dense channel would pull the mode from 17.61 down to 14.25 meV. The range found in (a) thus belongs to a nearly empty channel. A real electron layer has finite depth, so the sheet model overstates the screening: for a variational electron profile \(z^2e^{-b|z|}\) of mean depth 1.6 nm, the dense-channel energy becomes 19.65 meV, and screening multiplies the squared coupling to that profile by about 0.2 (relative to the surface value in (b) the screened coupling is 0.05, because the electrons sit deeper in the decaying potential). Without an interlayer the same profile gives 16.5 meV instead of 14.25 meV. A static response also requires the mode energy to be far below \(\hbar qv\), where \(v=\sqrt{2k_BT/m}\) is a thermal speed. Here \(\hbar qv=72\) meV is less than four times the mode energy, so the approximation is rough. At the forward-scattering end of (c), \(q=0.111\ \mathrm{nm^{-1}}\), \(\hbar qv=16\) meV is below the mode energy and the static response does not apply.

The other departures were sized one at a time, with the channel inert and \(qt=0.5\):

- An ideal metal gate behind oxide of thickness \(d=3\) nm makes the oxide potential proportional to \(\sinh q(t+d-z)\). The condition becomes \(\kappa(\omega)\coth qd=-B\), and the energy is 20.3 meV. The gate matters much more when \(qd<1\). With it, the energies in (c) run from 21.7 meV for forward scattering through a minimum of 20.3 meV to 20.6 meV for backscattering, so the small-angle mode is the stiffest.
- Suppose 1.6 of the oxide's ionic permittivity \(\Delta=17\) belongs to a second mode near 48 meV. Solving \(\kappa(\omega)=-B\) with two resonance terms gives 18.5 meV for the lower mode. Its whole range becomes 16.8 to 19.3 meV, a larger energy shift in the example than the dense channel causes. The squared coupling of the lower mode falls to 0.70 of the example value, and an upper mode appears at 52 meV with 0.64 of it, though it is far less populated at 300 K.
- Suppose 1.4 of the interlayer's 3.9 comes from a phonon near 56 meV. Its permittivity at the mode energy is then 4.10, and the self-consistent energy is 19.9 meV. The interlayer's own phonons can also scatter electrons, which this shift does not describe: in this single-phonon model they add modes at 57 and 65 meV, each with a squared coupling about 0.8 of the example value. These numbers depend on lumping the 1.4 into one phonon. Splitting it as in silica, about 0.85 at 56 meV and 0.55 at 138 meV, gives modes near 56, 60, 139 and 147 meV with 0.48, 0.39, 0.76 and 1.07 of the example value.

Other silicon valleys present a mass up to \(0.916\,m_e\) in the plane. Along that axis, backscattering at energy \(k_BT\) reaches \(q=1.85\ \mathrm{nm^{-1}}\) and a mode energy of 21.1 meV, close to the upper limit. Retardation matters when \(q\) approaches the silicon light line \(\sqrt{\kappa_s}\,\omega/c\simeq3\times10^{-4}\ \mathrm{nm^{-1}}\). It lowers the mode by 0.3 meV at \(q=10^{-3}\ \mathrm{nm^{-1}}\), and below about \(2\times10^{-4}\ \mathrm{nm^{-1}}\) no bound mode remains. These wavevectors are far below those in (c).
